Logarithmic Energy Divergence of a Charged Nanoribbon in a Periodic Cell

## From the neutralised cell to the logarithm

The energy of a charged nanoribbon, calculated in a periodic cell with a uniform compensating background, does not settle as vacuum is added around the ribbon. Each doubling of the two transverse cell widths raises the energy per length by nearly the same amount. If the error is assumed to fall as the inverse of the cell width, two calculations can be extrapolated to a definite-looking number, but the next pair of cells gives a larger one, and the sequence has no limit. A correction designed for a charged sheet does not help either, because the energy of a sheet grows in proportion to the cell width. The growth law for the ribbon has to be known before energies from different cells can be compared.

Let the ribbon run along x, with net charge λ per unit length. Its cross-section lies in the yz plane, where r = (y,z) and r = |r| when a distance is meant. The transverse cell has widths Ly and Lz, area A = Ly Lz and shape ratio t = Lz/Ly. The net charge is first taken as uniform along x; charges localised along x are treated in the second half. Its distribution over the cross-section is λf(r), with

∫ f(r) d²r = 1.

The profile f is held fixed when the cell changes, and it fits inside one cell. The algebra uses atomic units, in which two charges q and q′ at distance R have energy qq′/R. The model is classical electrostatics; it contains no kinetic, exchange or correlation energy.

The background has charge density −λ/A, so the total charge density in a cell is

ρ(r) = λ[f(r) − 1/A].

Its integral over the cell is λ(1 − 1) = 0. The potential φ obeys Poisson's equation, −∇²φ = 4πρ, and the electrostatic energy per length is

E/ℓ = ½ ∫ ρφ d²r,

with the integral over one transverse cell. Adding a constant to φ changes this energy by half that constant times the total charge, which is zero. The constant may therefore be chosen freely, and I choose it so that φ averages to zero over the cell.

It is convenient to solve Poisson's equation once, for a unit line charge and its own background. Let g be the periodic function satisfying

−∇²g = 4π[δ(r) − 1/A],  ∫ g d²r = 0,

where δ is repeated in every cell. These conditions fix g: the difference of two solutions would be periodic and satisfy Laplace's equation, hence be constant, and the zero average makes that constant zero. By superposition,

φ(r) = λ ∫ f(r′) g(r−r′) d²r′.

Applying −∇² gives 4πλ[f(r) − 1/A], as required. In the energy, the background term multiplies the integral of φ, which vanishes. What remains is

E/ℓ = ½λ ∫ fφ d²r = ½λ² ⟨g(r−r′)⟩.  (1)

The angle brackets denote an average over two points r and r′, each distributed according to f. The background has not been left out. It enters through the term −1/A in the equation for g and through the zero-average condition.

A scaling argument already shows how the energy must grow. Write r = Ly u and keep t fixed. In two dimensions, δ(r) = δ(u)/Ly², 1/A is also proportional to 1/Ly², and ∇² contains the same factor. The factors cancel, so g depends on r/Ly and t but not separately on Ly. Close to the line charge g must behave as −2 ln r, because ∇² ln r = 2πδ(r). The two requirements together give

g ≈ −2 ln(r/Ly) + a constant depending on t.

Every increase of ln Ly therefore raises g by twice that amount and, by equation (1), raises E/ℓ by λ² times that amount. For a sheet there is one transverse coordinate. Then δ(z) contributes 1/L while the second derivative contributes 1/L², so the corresponding function is L times a function of z/L. That is the origin of the linear law.

The sheet can be solved completely, and its solution is also needed for the ribbon. Let a sheet have charge σ per area and let its cell have height L. The one-dimensional function g₁ satisfies

−g₁″(z) = 4π[δ(z) − 1/L].

Away from the sheet, g₁″ = 4π/L. An even solution in −L/2 ≤ z ≤ L/2 is

g₁(z) = 2πz²/L + b|z| + c.

Integrating the differential equation across z = 0 gives a slope jump of −4π. The term b|z| has slope jump 2b, hence b = −2π. At z = L/2 the slope is then 2π − 2π = 0, so the solution joins smoothly to its periodic copy. The average of z² over the cell is L²/12, and that of |z| is L/4. Zero average therefore requires

πL/6 − πL/2 + c = 0,

which gives c = πL/3. Thus

g₁(z) = 4π[L/12 − |z|/2 + z²/(2L)].  (2)

This expression is unchanged when |z| is replaced by L − |z|, so it is valid for |z| ≤ L.

Suppose the sheet is a uniform slab of thickness d. The distance u between two random points in it has probability density 2(d−u)/d² for 0 ≤ u ≤ d. Consequently,

⟨u⟩ = (2/d²)(d³/2 − d³/3) = d/3,
⟨u²⟩ = (2/d²)(d⁴/3 − d⁴/4) = d²/6.

The argument that led to equation (1) gives energy per area ½σ²⟨g₁⟩. Substitution gives

E/area = ½σ² · 4π[L/12 − d/6 + d²/(12L)]
       = σ²[πL/6 − πd/3 + πd²/(6L)].  (3)

The thickness changes the constant and a term that disappears for large L. It does not change the linear growth.

For the ribbon, expand g in waves along y:

g(y,z) = Σₘ exp(ikₘy) hₘ(z),  kₘ = 2πm/Ly,

where m runs over all integers. The periodic delta function in y has the expansion (1/Ly) Σₘ exp(ikₘy). For m = 0 the equation is

−h₀″ = (4π/Ly)[δ(z) − 1/Lz],

so h₀ = g₁/Ly, with L replaced by Lz. This part is the potential of the ribbon array smeared into a sheet. For m ≠ 0 the uniform background does not contribute, and

kₘ²hₘ − hₘ″ = (4π/Ly) δ(z).

Between two neighbouring charged planes the solution must be symmetric about the midpoint. It is

hₘ(z) = B cosh[|kₘ|(Lz/2 − |z|)].

Its slope just above z = 0 is −B|kₘ| sinh(|kₘ|Lz/2), and just below it has the opposite sign. The slope jump must equal −4π/Ly, so

2B|kₘ| sinh(|kₘ|Lz/2) = 4π/Ly.

Since |kₘ|Ly = 2π|m| and |kₘ|Lz/2 = π|m|t,

B = 1/[|m| sinh(π|m|t)].

Define θ = 2πy/Ly and η = 2π|z|/Ly. The terms m and −m combine into a cosine, giving

g = g₁(z)/Ly + Σ (2/m) cos(mθ) cosh(πmt − mη)/sinh(πmt).  (4)

This sum, and the sums over m below, run over m = 1, 2, 3, and so on.

The logarithm is hidden in the slow decrease of the terms as 1/m. To isolate it, set a = πmt and b = mη. The addition formula for cosh gives

cosh(a−b)/sinh a = coth a cosh b − sinh b
                 = e^(−b) + (coth a − 1) cosh b.

The second line follows by adding and subtracting cosh b, since cosh b − sinh b = e^(−b). Also,

coth a − 1 = 2/(e^(2a) − 1).

The first part of the sum no longer contains Lz. It can be evaluated with the series Σ qᵐ/m = −ln(1−q), taking q = e^(−η+iθ). Twice the real part is

Σ (2/m) cos(mθ) e^(−mη) = −ln|1 − e^(−η+iθ)|².

Multiplying out the squared modulus gives

|1 − e^(−η+iθ)|² = 1 − 2e^(−η) cos θ + e^(−2η)
                = 2e^(−η)(cosh η − cos θ).

The sum is therefore η − ln[2(cosh η − cos θ)].

The sheet part, from equation (2), is

g₁(z)/Ly = πt/3 − 2π|z|/Ly + 2πz²/A.

Its second term equals −η. It cancels the +η just found, as it must, because the potential in the vacuum beside the ribbon has no kink on the plane z = 0. The result is

g = πt/3 + 2πz²/A − ln[2(cosh η − cos θ)]
    + 4 Σ cos(mθ) cosh(mη)/[m(e^(2πmt) − 1)].  (5)

Equation (5) holds for |z| < Lz, where the remaining sum converges.

For a large cell, the separations within the ribbon are small compared with Ly, so θ and η are small. The Taylor series of cosh and cos give

2(cosh η − cos θ) = η² + θ² + (η⁴ − θ⁴)/12 + …
                  = (η² + θ²)[1 + (η² − θ²)/12 + …].

Because η² + θ² = (2πr/Ly)², its negative logarithm is

−2 ln(r/Ly) − 2 ln 2π + (θ² − η²)/12 + ….

In the last sum of equation (5), the product cos(mθ) cosh(mη) is 1 + m²(η² − θ²)/2 to second order. Collecting the constants defines

C(t) = πt/6 − ln 2π + 2 Σ 1/[m(e^(2πmt) − 1)].  (6)

Collecting the second-order terms requires one rearrangement. The term 2πz²/A is πr²/A − π(y²−z²)/A. With

S(t) = Σ m/(e^(2πmt) − 1),

the expansion becomes

g = −2 ln(r/Ly) + 2C(t) + πr²/A + κ(y²−z²) + …,  (7)
κ = π²[1 − 24S(t)]/(3Ly²) − π/A.

The term πr²/A comes from the background: its Laplacian is 4π/A. The term proportional to κ satisfies Laplace's equation and describes the shape of the cell. In a square cell, exchanging y and z cannot change g, whereas it reverses the sign of y² − z². Hence κ = 0 for a square.

To average the logarithm over the ribbon, define a length s by

ln s = ⟨ln|r−r′|⟩.

This is the geometric mean distance between two points of the charge profile. Substituting equation (7) into equation (1) gives, for fixed t and increasing Ly,

E/ℓ = λ²[ln(Ly/s) + C(t)] + terms of order 1/A.  (8)

This is the logarithmic law. The coefficient is λ², because the factor 2 in the potential of a line charge cancels the factor ½ in the energy. The sign is positive: enlarging the cell moves the compensating charge farther from the ribbon and costs energy.

For a square cell of width L, the first two terms of the sum in equation (6) already suffice for six decimals, and C(1) = −1.310533. If the profile is a uniform rectangle of width w and thickness d, the mean squared separations along y and z are w²/6 and d²/6, by the calculation made for the slab. The first correction is then half of πr²/A averaged over pairs:

E/ℓ = λ²[ln(L/s) + C(1) + π(w²+d²)/(12L²)] + terms of order L⁻⁴.  (9)

The next order is the fourth because g is even under reversal of r, which excludes odd powers.

## Why it grows, what changes it, and a ribbon in numbers

The second half uses these symbols and results. A ribbon of charge λ per length has a normalised cross-section profile f and geometric mean distance s. Its transverse cell has widths Ly and Lz, area A and ratio t = Lz/Ly; a square cell has width L. Potentials average to zero, and g is the potential of a unit line charge with its background. At fixed t,

E/ℓ = λ²[ln(Ly/s) + C(t)] + terms of order 1/A,

with C(t) = πt/6 − ln 2π plus a sum that decreases exponentially with t, and C(1) = −1.3105. A thin sheet of charge σ per area has energy πσ²L/6 per area, apart from terms that do not grow with L.

The field energy shows where the growth is stored. Integrating the energy ½∫ρφ by parts turns it into the integral of F²/8π, where F is the field; the boundary terms cancel in a periodic cell. Consider first the sheet. At distance z from it, the background between −z and z has compensated the fraction 2z/L of its charge, so F = 2πσ(1 − 2z/L). The two sides together store

2 ∫₀^(L/2) (2πσ)²(1−2z/L)²/(8π) dz = πσ² · L/6.

The field stays comparable with its initial value through a fixed fraction of the cell, and the stored energy follows the height of the cell.

For a line, replace the square cell by a neutral circle of radius R. This is an approximation to the cell shape, but the integral is elementary. Let the charge lie on a thin cylindrical shell of radius s, whose geometric mean distance is also s because the logarithmic potential of a ring has the same value on the ring as at its centre. Gauss's law outside the shell gives

2πrF = 4πλ(1 − r²/R²),  F = 2λ(1/r − r/R²).

The field vanishes at R, so no boundary term arises. The energy per length is

λ² ∫ₛᴿ (1/r − 2r/R² + r³/R⁴) dr = λ²[ln(R/s) − 1 + ¼] = λ²[ln(R/s) − ¾],

where terms of order s²/R² have been dropped. The logarithm comes from the energy density of the 1/r field multiplied by the circumference. Each doubling of distance well inside the cell adds λ² ln 2. With a circle of the same area as the square, R = L/√π, the constant accompanying ln(L/s) is −1.3224. The square gives −1.3105, so the difference made by the corners is 0.012 λ².

The condition of fixed cell shape matters. If Ly is held fixed and Lz grows, the sum in C(t) disappears exponentially, while its first term becomes

λ²πt/6 = πλ²Lz/(6Ly).

The energy now grows linearly. Divided by Ly to give an energy per area, this term is π(λ/Ly)²Lz/6, the result for a sheet of charge density λ/Ly. Far above a row of ribbons, the individual lines can no longer be distinguished. Exchanging the names of the axes gives the same conclusion when Lz is fixed and Ly grows. Adding vacuum in one direction therefore tests a different limit from adding it in both.

The divergence is also a property of the isolated object. Without a background, the field 2λ/r extends to all distances and its energy per length has no finite limit. Subtracting λ²[ln(Ly/ℓ₀) + C(t)] from a calculated energy leaves λ² ln(ℓ₀/s), which still depends on the chosen reference length ℓ₀. Some differences do have a limit. For two fixed profiles a and b with the same λ in the same cell, equation (8) gives

(Eₐ − E_b)/ℓ = λ² ln(s_b/sₐ) + terms of order 1/A.

The cell width has dropped out of the leading term because both systems have the same distant field.

A ribbon also contains nuclei and electrons whose charges cancel in the neutral state. Let this part have fixed density n₀(r) with zero integral. Its interaction with the added charge is λ∬n₀(r)f(r′)g(r−r′). Every constant in g, including 2 ln Ly, is removed by the zero integral. The logarithm of r leaves an energy independent of the cell. In a square cell, the term πr²/A leaves πλQ/A, where Q is the integral of n₀r² and the origin is at the centroid of f. The self-energy of n₀ with its periodic copies likewise has no term in ln L. The frozen neutral charge thus leaves the coefficient λ² unchanged.

Polarisation does not alter it either, provided the polarisable material has a bounded cross-section and is surrounded by vacuum. The induced charge sums to zero. Outside an isolated ribbon, its potential contains terms proportional to cos nθ or sin nθ divided by rⁿ, with n ≥ 1 and θ now the polar angle. When the energy in a ring is integrated over angle, their cross terms with the 1/r field vanish, and their own energy converges at large distance. The net charge still contributes λ² ln(R₂/R₁) between radii R₁ and R₂. Screening changes the constant; in the periodic cell it also changes the 1/A terms, because the nonconstant potential of the background near the ribbon is of that order.

A charged-defect supercell has charge q localised once in every length a, so λ = q/a. Its average along x gives the line-charge energy already derived. The remaining Fourier components have wavevectors K = 2πp/a along x, with p a nonzero integer. In the vacuum their potentials obey ∇²φ = K²φ in the transverse plane and decay essentially as e^(−|K|r). The influence of neighbouring cells on this part therefore falls roughly as e^(−2πL/a). At fixed a, localisation adds a constant and the logarithm remains. If a and L instead grow in proportion, the image energy of a point charge can, by dimensions, be only a number times q²/L, and it tends to zero. The logarithm belongs to a fixed charge per length.

For a numerical case, take a ribbon 20 Å wide with charge spread uniformly through a thickness of 3 Å, carrying one hole per 32 Å. These are rough parameters in the regime of a narrow, hole-doped MoS2 ribbon. The line charge is 1/32 = 0.03125 e/Å. Numerical quadrature over pairs of points in the rectangle gives s = 5.14 Å. A strip of zero thickness would have s = we^(−3/2) = 4.46 Å, since the average of ln(u/w) with density 2(w−u)/w² is −3/2.

In these units e²/(4πε₀) is 14.40 eV Å. The energy per hole is the energy per length times 32 Å, so the factor multiplying the bracket in equation (8) is

14.40 × 0.03125 = 0.450 eV.

In a square cell with L = 160 Å, the logarithmic law gives

0.450 × [ln(160/5.144) − 1.3105] = 0.957 eV per hole.

The width correction in equation (9) is 0.450 × π(20²+3²)/(12×160²) = 0.002 eV, giving 0.959 eV. An energy that does not rely on the large-cell expansion follows from

E/ℓ = (2πλ²/A) Σ |f_G|²/G²,

where G runs over the nonzero transverse reciprocal vectors and f_G is the Fourier component of the rectangle. This is equation (1) with g written as a Fourier series. Summed numerically, with indices up to 2000 in each direction, it also gives 0.959 eV per hole. Per length this is 0.0300 eV/Å, or 0.300 eV/nm.

The comparison sheet has the same charge per area, 0.03125/20 = 0.00156 e/Å², and the same thickness. Its energy per hole is the energy per area divided by the number of holes per area. Direct Fourier sums for both systems give:

L = 40 Å: ribbon 0.365 eV, sheet 0.403 eV
L = 80 Å: ribbon 0.653 eV, sheet 0.873 eV
L = 160 Å: ribbon 0.959 eV, sheet 1.815 eV
L = 320 Å: ribbon 1.269 eV, sheet 3.699 eV

From 160 to 320 Å the ribbon gains 0.310 eV, close to 0.450 ln 2 = 0.312 eV. The small deficit is the loss of the positive width correction. The sheet gains 1.885 eV over the same interval, and its gain doubles at each step. In the smallest cell the logarithmic law without the width correction gives 0.333 eV, about 9% below the direct value. The correction brings it to 0.363 eV; the ribbon then spans half the cell width, and the higher terms are still visible.

These values show what an assumed 1/L error would do. Extrapolation from widths L and 2L then gives 2E(2L) − E(L). The pairs beginning at 40, 80 and 160 Å give 0.94, 1.27 and 1.58 eV per hole. The extrapolated values rise with the cell just as the energies do.

With Ly fixed at 40 Å, cells with Lz = 40, 80 and 160 Å give 0.365, 0.599 and 1.070 eV per hole. The last interval has slope 0.00589 eV per hole per Å, which is 0.450π/(6×40). This is the change from ribbon-like to sheet-like growth.

To estimate screening, the ribbon was given rough relative permittivities of 15 along its width and 6 across its thickness, in a region 6 Å thick. Poisson's equation was solved by a finite-volume method on a grid of 0.5 Å, with and without this dielectric. Screening lowers the energy by 0.114, 0.134 and 0.137 eV per hole at L = 40, 80 and 120 Å. The last digit depends on the grid: finer grids reduce each shift by a little under 0.001 eV, to 0.113, 0.133 and 0.137 eV, and leave the ratio given next unchanged. Between the last two cells, the screened energy rises by 0.956 times λ² ln(120/80). The missing 0.044 has two nearly equal parts: the decrease of the bare width correction accounts for 0.023, and the change in the screening shift for 0.020. Both are finite-cell effects, and the shift itself is levelling off.

The effect of localisation was estimated in vacuum, without the dielectric, by replacing each hole with an isotropic Gaussian charge of standard deviation 3 Å and summing the components that vary along x. They contribute 0.4193 eV per hole at L = 40 Å and 0.4187 eV at both 80 and 160 Å. Without screening this constant is comparable with the line energy, although it does not affect the growth. For the same Gaussian profile the line energy at L = 160 Å is 1.02 eV per hole, slightly above the value for the rectangle. This line energy and the constant together include the classical repulsion of each charge cloud with itself. For a Gaussian of standard deviation b this is q²/(2√π b), or 1.35 eV here, which is most of their sum at L = 160 Å. A single hole does not have this self-repulsion, and exact exchange would cancel it. All these values are unscreened. With the dielectric region used above, and a permittivity of 15 along x as well, the localisation constant falls to about 0.07 eV per hole and the line energy at L = 160 Å to about 0.80 eV, so in a polarisable ribbon localisation is a much smaller part of the total.

The sign of the charge matters in a calculation with electrons. Around a negative ribbon, the potential energy of an electron falls towards the corner of the cell, and at sufficient width the added electrons can lower their energy by leaving. From equation (1), the mean potential on the ribbon has magnitude λ[2 ln(L/s) + 2C(1)]. At the corner of a square cell, equation (4) gives

g = −π/6 + Σ 2(−1)ᵐ/[m sinh(πm)] = −0.693.

The difference, for the present charge, is

0.450 × [2 ln(L/5.144) − 2.621 + 0.693] eV.

It is 2.2 eV at L = 160 Å and reaches a rough electron binding of 4 eV at a width of the order of 1000 Å. This estimate neglects screening by the ribbon, which lowers the difference, and the kinetic energy needed to confine an electron in the vacuum region. Both move the threshold to a larger width. For a thin sheet of the same areal charge, equation (2) gives a drop of πσL/2 to the middle of the vacuum, or 0.0353 eV/Å × L. It reaches 4 eV near 110 Å, about a tenth of the width found for the ribbon. A positive ribbon or sheet attracts electrons and does not have this instability.

In a device the countercharge sits on gates and contacts, not in a uniform background. The areal density used here, about 1.6×10¹³ cm⁻², is high but within the range associated with strong gating; a width of 20 Å is far narrower than a typical lithographic channel. For a ribbon at height H above a plane metal gate in vacuum, with H much larger than the ribbon width, the image line lies 2H away. The energy is then λ² ln(2H/s). For H = 100 Å this is 0.450 ln(200/5.144) = 1.65 eV per hole, compared with 0.96 eV in the 160 Å periodic cell. If a uniform medium of relative permittivity 4 filled all the space around the charge, the gated value would be divided by 4, to 0.41 eV. In these two examples the choice of countercharge and surroundings changes the energy by more than half of its value in the periodic cell. The hole distribution matters as well: halving s, as for holes gathered towards one edge, adds 0.31 eV per hole at fixed line charge if the ribbon is in vacuum and does not polarise. Polarisation of the ribbon or of a surrounding dielectric can reduce this amount severalfold. Holes shared equally between narrow strips at both edges leave s much closer to its uniform value, because half of the pairs are then about a ribbon width apart.
